# Free-Carrier Absorption and Its Wavelength Exponents from Second-Order Perturbation Theory, part 2

Free carriers in one isotropic parabolic band, $E_k=k^2/2m$, absorb light of photon energy $\omega$ and wavelength $\lambda=2\pi c/\omega$ with the help of a scatterer. We seek the absorption coefficient $\alpha$ and its wavelength exponent. Hartree atomic units are used ($\hbar=1$), and temperature $T$ is an energy. The carriers are nondegenerate, with density $n$ and mass $m$; the refractive index is $n_r$.

An electron goes from $\mathbf k$ to $\mathbf k'$, with $\mathbf q=\mathbf k'-\mathbf k$. $S(q)$ is the squared scattering matrix element per volume, and $\Gamma(\nu)$ the thermal mean scattering rate weighted by $q^2$, for energy gain $\nu$. To second order (one action each of light and scatterer), elastic scattering gives

$$\alpha=\frac{2\pi n}{3n_r c\,m^2\omega^3}\,[\Gamma(\omega)-\Gamma(-\omega)],$$

$$\Gamma(\nu)=\frac{m}{\pi\sqrt{2\pi mT}}\int_0^\infty dq\,q^3S(q)\exp\!\left[-\frac{(m\nu/q-q/2)^2}{2mT}\right].$$

The expanded exponent is

$$\frac{\nu}{2T}-\frac{m\nu^2}{2Tq^2}-\frac{q^2}{8mT},$$

so $\Gamma(-\nu)=e^{-\nu/T}\,\Gamma(\nu)$. For electrons initially at rest, $\Gamma(\omega)=\frac{m}{\pi}\,S(k')\,k'^3$ and

$$\alpha_{\rm lim}=\frac{2n\,S(k')\,k'^3}{3n_r c\,m\,\omega^3},\quad k'=\sqrt{2m\omega}.$$

For $S=S_jq^{-2j}$, $\alpha_{\rm lim}\propto\lambda^{\,3/2+j}$. The scatterers are:

- Acoustic phonons under equipartition, $j=0$: $S_{\rm ac}=\frac{D^2T}{c_l}$, with deformation potential $D$ and elastic constant $c_l$.
- Polar-optical phonons of energy $\Omega$ and occupation $N$, $j=1$: the strength is $N$ or $N+1$ times
$$g^2=\frac{2\pi\Omega}{q^2}\left(\frac1{\epsilon_\infty}-\frac1{\epsilon_0}\right),$$
with high-frequency and static dielectric constants $\epsilon_\infty$, $\epsilon_0$. With $\Gamma$ computed without occupation, the bracket in $\alpha$ becomes
$$N\Gamma(\omega+\Omega)+(N+1)\Gamma(\omega-\Omega)-N\Gamma(-\omega+\Omega)-(N+1)\Gamma(-\omega-\Omega).$$
- Singly charged impurities of density $N_i$, $j=2$ when bare:
$$S_{\rm im}=N_i\left(\frac{4\pi}{\epsilon_0}\right)^2\frac1{(q^2+\kappa^2)^2},\qquad \kappa^2=\frac{4\pi n}{\epsilon_0T}.$$

The Drude model, with momentum relaxation rate $1/\tau$, gives $\alpha\propto\lambda^2$. The opening comparison put its impurity value about 43 times above the Born result at $\omega=10T$, using the energy-weighted rate.

The example has $m=0.02$, $T=0.001$, $\Omega=0.0015$, $\epsilon_\infty=16$, $\epsilon_0=20$, $n_r=4$, $n=N_i=5\times10^{-10}$, $D=0.3$ and $c_l=0.005$, all in atomic units. The final table also lists two earlier checks: the two-path amplitude, from propagating two plane waves in time, and the explicit/elastic acoustic ratio, which tests equipartition.

### Closed forms for power-law scatterers

Put $S=S_jq^{-2j}$ and substitute $q^2=2m|\nu|e^y$. Then $q^3dq=\tfrac12(2m|\nu|)^2e^{2y}dy$. The two decaying terms of the exponent become $-(|\nu|/4T)(e^{-y}+e^y)=-z\cosh y$, with $z=|\nu|/2T$. The integral is now

$$\tfrac12(2m|\nu|)^{2-j}\int_{-\infty}^{\infty}dy\,e^{(2-j)y-z\cosh y}=(2m|\nu|)^{2-j}K_{2-j}(z),$$

by the integral definition of the modified Bessel function $K_\mu$. The result is

$$\Gamma(\nu)=\frac{mS_j}{\pi\sqrt{2\pi mT}}\,e^{\nu/2T}(2m|\nu|)^{2-j}K_{2-j}\!\left(\frac{|\nu|}{2T}\right).$$

Direct integration over initial energies and scattering angles tested these forms for all three $j$, with both signs of $\nu$. For elastic scattering the difference $\Gamma(\omega)-\Gamma(-\omega)$ contains $2\sinh(\omega/2T)$.

### Limit one: photon energy far above the temperature

For large $z$ the integral for $K_\mu$ is concentrated near $y=0$. Expand $\cosh y=1+y^2/2+y^4/24$, and keep the even part of $e^{\mu y}$, which is $1+\mu^2y^2/2$. In the Gaussian $e^{-zy^2/2}$ the means are $\langle y^2\rangle=1/z$ and $\langle y^4\rangle=3/z^2$. Thus

$$K_\mu(z)\simeq\sqrt{\frac{\pi}{2z}}\,e^{-z}\left(1+\frac{\mu^2}{2z}-\frac1{8z}\right)=\sqrt{\frac{\pi}{2z}}\,e^{-z}\left(1+\frac{4\mu^2-1}{8z}\right).$$

At leading order $e^{\omega/2T}K_{2-j}(\omega/2T)\to\sqrt{\pi T/\omega}$. The thermal prefactor then combines to $\sqrt{\pi T/\omega}/\sqrt{2\pi mT}=1/\sqrt{2m\omega}=1/k'$. This leaves $\Gamma=(m/\pi)S_jk'^{3-2j}$, the result for electrons at rest. Temperature has disappeared, except where $S_j$ contains it.

The next term gives $\alpha=\alpha_{\rm lim}(1+C/\omega)$. The local exponent is

$$p=\frac{d\ln\alpha}{d\ln\lambda}=-\frac{d\ln\alpha}{d\ln\omega}\simeq\frac32+j+\frac C\omega .$$

For acoustic phonons $\mu=2$, and $15/(8z)=15T/(4\omega)$, so

$$C_{\rm ac}=\frac{15T}{4}.$$

For impurities $\mu=0$ gives $-T/4$. Screening multiplies $S$ by $(1+\kappa^2/2m\omega)^{-2}\simeq1-\kappa^2/(m\omega)$, so

$$C_{\rm im}=-\frac T4-\frac{\kappa^2}{m}.$$

For polar phonons $\mu=1$, and each process has $\Gamma(\nu)\propto\sqrt\nu\,(1+3T/4\nu)$ with $\nu=\omega\pm\Omega$. The weighted square roots are

$$N\sqrt{\omega+\Omega}+(N+1)\sqrt{\omega-\Omega}\simeq(2N+1)\sqrt\omega\left[1-\frac{\Omega}{2(2N+1)\,\omega}\right].$$

The minus sign arises because phonon emission outweighs absorption and leaves the electron with less energy. With $2N+1=\coth(\Omega/2T)$,

$$C_{\rm po}=\frac{3T}{4}-\frac\Omega2\tanh\frac{\Omega}{2T}.$$

The thermal parts have a direct meaning. Take an electron of initial energy $E\ll\omega$, so that $k'^2=2m(\omega+E)$ and $k^2/k'^2\simeq E/\omega$. The rate is proportional to $k'$ times the angular mean of $q^2S(q)$.

- Acoustic: the mean of $q^2$ is $k'^2+k^2$. The rate varies as $k'^3(1+k^2/k'^2)$, which is raised by the fraction $3E/2\omega+E/\omega=5E/2\omega$.
- Polar: $q^2S$ is constant. The rate varies as $k'$ and is raised by $E/2\omega$.
- Bare impurity: the mean of $q^{-2}$ is $k'^{-2}(1-k^2/k'^2+\tfrac43k^2/k'^2)$, where the last term is the angular mean of $(2\mathbf k\cdot\mathbf k'/k'^2)^2$. The rate varies as $k'^{-1}(1+k^2/3k'^2)$ and changes by $-E/2\omega+E/3\omega=-E/6\omega$.

With the mean energy $3T/2$ these fractions become $15T/4\omega$, $3T/4\omega$ and $-T/4\omega$, as before. The thermal correction is thus largest for acoustic phonons, because there the initial motion raises the rate through both the momentum transfer and the density of final states.

The limiting strengths and exponents with these corrections were tested at $\omega=200T$. The exponents found there are 1.5186, 2.5014 and 3.4987. The formulas give 1.5188, 2.5014 and 3.4987. The screening part of $C_{\rm im}$ contributes only $8\times10^{-5}$ here, too little for this comparison to test it. This frequency serves to check the expansion and is not a proposal that one parabolic band extends so far.

### Limit two: photon energy far below the temperature

For small $z$, $K_2(z)\simeq2/z^2$ and $2\sinh z\,K_2(z)\simeq4/z=8T/\omega$. The acoustic coefficient becomes

$$\alpha\to\frac{2\pi n}{3n_rcm^2\omega^3}\,\frac{mS_{\rm ac}}{\pi\sqrt{2\pi mT}}\,(2m\omega)^2\,\frac{8T}{\omega}=\frac{32\,nS_{\rm ac}\sqrt{2mT}}{3\sqrt\pi\,n_rc\,\omega^2}.$$

This can be compared with kinetic theory. When $\omega\tau\gg1$, the real part of $\tau/(1-i\omega\tau)$ is $1/(\omega^2\tau)$, and

$$\alpha_{\rm D}=\frac{4\pi n}{n_rc\,m\omega^2}\left\langle\!\left\langle\frac1\tau\right\rangle\!\right\rangle,\qquad \left\langle\!\left\langle\frac1\tau\right\rangle\!\right\rangle=\frac{\langle E/\tau\rangle}{\langle E\rangle}.$$

Acoustic scattering is isotropic, with $1/\tau=S_{\rm ac}mk/\pi$. For $x=E/T$ the Maxwell means are $\langle x^{3/2}\rangle=4/\sqrt\pi$ and $\langle x\rangle=3/2$. Hence

$$\left\langle\!\left\langle\frac1\tau\right\rangle\!\right\rangle=\frac{S_{\rm ac}m}{\pi}\sqrt{2mT}\,\frac{8}{3\sqrt\pi},$$

and $\alpha_{\rm D}$ equals the limit just found, including its numerical factor. Numerical tests of this limit at $\omega=T/100$ gave ratios of 1.0000 for acoustic phonons and 0.9993 for screened impurities. They check the prefactor with $n_r$ held fixed. In the example that frequency lies below the plasma energy, where a constant index would not be realistic. It also violates $\omega\tau\gg1$: the polar rate is about $3.9\times10^{-5}$ hartree, and all three scatterers together give $\omega\tau\approx0.24$.

The polar case also goes to $\lambda^2$. Its photon-absorbing terms tend to a finite value as $\omega\to0$, and the emission factor $1-e^{-\omega/T}$ tends to $\omega/T$. For bare impurities $2\sinh z\,K_0(z)\simeq2z\ln(1/z)$, which adds a logarithm to $\lambda^2$. Screening removes the divergence of the logarithm. All of this requires $\omega\tau\gg1$, since one scattering event per absorbed photon has been assumed.

The passage from 2 to $3/2$ in the acoustic case is not monotonic. With $K_2\simeq2/z^2-1/2$ and $\sinh z\simeq z+z^3/6$, the ratio to Drude is

$$\frac{\alpha}{\alpha_{\rm D}}=\frac z2\sinh z\,K_2(z)\simeq1-\frac{z^2}{12},\qquad p\simeq2+\frac{z^2}{6}=2+\frac{\omega^2}{24T^2}.$$

The exponent first rises above 2. At large $z$ the ratio grows as $\sqrt z$, so it must return to one at some finite frequency and then exceed it.

### A numerical case

The parameters are round values for an ideal parabolic band, not data for a real semiconductor: $m=0.02$, $T=0.001$ hartree (316 K), $\Omega=0.0015$ hartree, $\epsilon_\infty=16$, $\epsilon_0=20$, $n_r=4$, and $n=N_i=5\times10^{-10}$ bohr$^{-3}$ ($3.374\times10^{15}$ cm$^{-3}$). The deformation potential is 0.3 hartree and $c_l=0.005$ hartree/bohr$^3$. From the two values of the density, 1 bohr$^{-1}$ is $1.890\times10^8$ cm$^{-1}$.

Take $\omega=0.02$ hartree, a wavelength of 2.28 μm. Then $k'=\sqrt{2\times0.02\times0.02}=0.02828$ bohr$^{-1}$. The polar strength without occupation is $1.178\times10^{-4}/q^2$, and $2N+1=2\times0.2872+1=1.574$. The limit formula gives

$$\alpha_{\rm lim}=\frac{2(5\times10^{-10})(1.178\times10^{-4})(1.574)(0.02828)}{3(4)(137.04)(0.02)(0.02)^3}=1.99\times10^{-11}\ {\rm bohr}^{-1},$$

or $3.77\times10^{-3}$ cm$^{-1}$. The correction is $C_{\rm po}/\omega=2.74\times10^{-4}/0.02=0.014$, which raises this to $3.82\times10^{-3}$ cm$^{-1}$. The full thermal result agrees to the digits shown.

For acoustic phonons $C_{\rm ac}/\omega=0.00375/0.02=0.19$. The limit of $2.93\times10^{-4}$ cm$^{-1}$ becomes $3.47\times10^{-4}$, against $3.50\times10^{-4}$ from the full formula. The exponents at three photon energies are:

| $\omega$ (hartree) | acoustic | polar | impurity | sum |
|---|---|---|---|---|
| 0.01 | 1.81 | 2.52 | 3.48 | 2.49 |
| 0.02 | 1.67 | 2.51 | 3.49 | 2.44 |
| 0.04 | 1.59 | 2.51 | 3.49 | 2.37 |

The polar value, and the impurity value within the Born approximation, are already close to their limits at $\omega=10T$. The acoustic value is not.

The last column belongs to the total absorption. Differentiating $\ln\sum_i\alpha_i$ shows that its exponent is the mean of the separate exponents, weighted by the $\alpha_i$. It falls with rising $\omega$ mainly because the acoustic share grows from 5 percent of the total at 0.01 hartree to 14 percent at 0.04 hartree. In this example the value 2.49 does come with a polar share of 95 percent. A weighted mean can, however, reach 2.5 without any polar coupling: acoustic phonons together with about 15 times more impurities, at the same carrier density, would give it at 0.01 hartree. A measured exponent near 2.5 does not by itself prove that polar phonons act alone.

The Drude comparison of the opening can now be made explicit. The energy-weighted impurity rate is $2.19\times10^{-6}$ hartree. At $\omega=0.01$ hartree,

$$\alpha_{\rm D}=\frac{4\pi(5\times10^{-10})(2.19\times10^{-6})}{4(137.04)(0.02)(0.01)^2}=1.25\times10^{-11}\ {\rm bohr}^{-1}=2.4\times10^{-3}\ {\rm cm}^{-1}.$$

The quantum result is $5.5\times10^{-5}$ cm$^{-1}$, smaller by a factor of about 43. The impurity rate is twice the acoustic rate of $1.09\times10^{-6}$ hartree, yet impurities absorb about 20 times less than acoustic phonons at this photon energy. The Drude rate weighs the small momentum transfers of thermal collisions, and those cannot take up the photon energy.

For acoustic phonons, Drude gives $1.18\times10^{-3}$ cm$^{-1}$ at 0.01 hartree, and the full result is $1.16\times10^{-3}$ cm$^{-1}$. The ratio of the full result to Drude, $(z/2)\sinh z\,K_2(z)$, is here close to its return to one. It stays within 10 percent of one at all lower photon energies, but keeps growing at higher ones. At 0.04 hartree the full result is 1.5 times the Drude value.

### Where the result fails

The impurity values are the least secure. The Born approximation requires $2\pi m/(\epsilon_0k)\ll1$ for both the initial and the final electron. This parameter is 0.99 at $k=\sqrt{2mT}$, and it falls from 0.31 to 0.16 for the final electron between 0.01 and 0.04 hartree. The strength of impurity absorption is therefore a rough estimate here. For an unscreened attractive centre the exact Coulomb wave functions raise it by factors of 1.47, 1.53 and 1.57 at 0.01, 0.02 and 0.04 hartree, which brings the factor 43 of the Drude comparison down to about 29. The exponent also shifts, because the final-state parameter depends on $\omega$: it falls to 3.42, 3.44 and 3.46.

The photon energy must stay below the gap, and far above the plasma energy of $1.4\times10^{-4}$ hartree. The band must also remain parabolic up to $E_{k'}$. A real semiconductor with the small mass of the example would not meet these demands. In the simplest $\mathbf k\cdot\mathbf p$ estimate, $1/m\simeq1+E_P/E_g$, where $E_g$ is the gap and the interband coupling energy $E_P$ is typically 20 to 25 eV. For $m=0.02$ this gives a gap of only 0.4 to 0.5 eV. The photon energies of 0.02 and 0.04 hartree (0.54 and 1.09 eV) would then lie above the gap, where absorption across the gap dominates. Even at 0.01 hartree (0.27 eV) the band would be far from parabolic. The numerical values therefore illustrate the parabolic model and are not predictions for a material. Nonparabolicity changes both the density of final states and the relation between momentum and velocity, and dispersion of $n_r$ would add its own wavelength dependence.

Nondegeneracy is well satisfied: the density is 0.044 of the effective density of band states. In a degenerate gas the Fermi energy takes the place of $T$ as the scale of the initial motion, so the limiting exponents then require $\omega$ far above the Fermi energy as well. The complete set of values is in the numerical output below.

## Table of computed values

```
mass 0.02 m_e; T 0.001 Ha = 315.8 K
optical phonon energy 0.0015 Ha; occupation 0.2872
eps_inf 16; eps_0 20; index 4.000
density 5.0e-10 bohr^-3 = 3.374e+15 cm^-3
impurity density 5.0e-10 bohr^-3
deformation potential 0.3 Ha
elastic constant 0.005 Ha/bohr^3; sound speed 0.0025 a.u.
speed of light 137.036 a.u.
S acoustic 1.8000e-02 a.u.
S polar * q^2, without occupation 1.1781e-04 a.u.
S impurity * q^4, bare 1.9739e-10 a.u.
kappa^2 3.142e-07 bohr^-2; kappa^2/2m 7.854e-06 Ha
density / band density of states 0.0440
plasma energy 1.401e-04 Ha; Frohlich constant 0.0323
Coulomb parameter 2 pi m/(eps_0 k), thermal k: 0.993
Drude rate acoustic 1.090e-06 Ha; alpha/Drude at w=T/100: 1.00000
Drude rate impurity 2.186e-06 Ha; alpha/Drude at w=T/100: 0.99934
acoustic exponent at w=T/100: 2.0000
two-path amplitude: propagated 0.06271, theory 0.06283
explicit/elastic acoustic rate at 0.04 Ha 1.00053
C acoustic 3.7500e-03 Ha; exponent at w=200T 1.51856
C polar 2.7364e-04 Ha; exponent at w=200T 2.50135
C impurity -2.6571e-04 Ha; exponent at w=200T 3.49868
w 0.01 Ha = 0.2721 eV; wavelength 4.556 um
  final k 0.02000 bohr^-1; Coulomb parameter 0.314
  acoustic: alpha 1.1631e-03 cm^-1, limit 8.2740e-04 cm^-1, p 1.8088
  polar: alpha 2.1824e-02 cm^-1, limit 2.1315e-02 cm^-1, p 2.5200
  impurity: alpha 5.5327e-05 cm^-1, limit 5.6709e-05 cm^-1, p 3.4766
  total: alpha 2.3043e-02 cm^-1, p 2.4864
w 0.02 Ha = 0.5442 eV; wavelength 2.278 um
  final k 0.02828 bohr^-1; Coulomb parameter 0.222
  acoustic: alpha 3.4970e-04 cm^-1, limit 2.9253e-04 cm^-1, p 1.6699
  polar: alpha 3.8161e-03 cm^-1, limit 3.7680e-03 cm^-1, p 2.5118
  impurity: alpha 4.9489e-06 cm^-1, limit 5.0124e-06 cm^-1, p 3.4877
  total: alpha 4.1708e-03 cm^-1, p 2.4423
w 0.04 Ha = 1.0885 eV; wavelength 1.139 um
  final k 0.04000 bohr^-1; Coulomb parameter 0.157
  acoustic: alpha 1.1333e-04 cm^-1, limit 1.0342e-04 cm^-1, p 1.5892
  polar: alpha 6.7050e-04 cm^-1, limit 6.6610e-04 cm^-1, p 2.5063
  impurity: alpha 4.4017e-07 cm^-1, limit 4.4304e-07 cm^-1, p 3.4936
  total: alpha 7.8427e-04 cm^-1, p 2.3744
```
